# Weibull Slope and Thickness in the Independent-Column Model of Oxide Breakdown, part 1

(Sections cited here and not found follow in the second part.)

## From single defects to the slope

Q: You say that the spread of breakdown times in a set of identical gate oxides tells us something about their thickness. What number describes that spread?

A: The Weibull slope. Let $F(t)$ be the fraction of devices that have broken down by time $t$ under constant stress. Define

$$H=-\ln(1-F),\qquad W=\ln H,\qquad \beta=\frac{dW}{d\ln t}.$$

A Weibull distribution has $F=1-e^{-(t/\eta)^b}$ with constants $\eta$ and $b$. Then $H=(t/\eta)^b$ and $W=b\ln t-b\ln\eta$, which is a straight line of slope $b$ against $\ln t$. For any other distribution $\beta$ depends on $t$, and I shall call it the local slope. A small slope means that the breakdown times are spread over many decades. The time at which $H=1$, where $F=1-1/e$ or 63.2 %, is written $t_{63}$.

Q: What has to happen inside the oxide for it to break down?

A: In this model, stress creates defects, and breakdown occurs when defects form a continuous chain from one electrode to the other. I divide an oxide of area $A$ and thickness $d$ into cubic cells of edge $a$. They form

$$N=\frac{A}{a^2}\ \text{columns, each with}\quad n=\frac{d}{a}\ \text{cells}.$$

Both numbers are integers, so the thickness is a whole multiple of $a$. A cell conducts if it holds at least one defect. A column conducts if all its cells do, and the device fails when the first column conducts. The edge $a$ is therefore the length over which one defect carries the current, and not necessarily a lattice spacing.

Q: Real chains could step sideways. You have forbidden that.

A: I have. Only straight vertical columns count, and a defect belongs to one column. This is the meaning of independent columns here, and what follows is a statement about that model. I also leave out any gradual growth of the current after the first column is complete: failure means the first completed column.

Q: How do the defects appear?

A: They appear at random, uniformly through the volume, without influencing one another, and they do not heal. The mean number of defects per cell grows as a power of time,

$$m(t)=\left(\frac{t}{\tau}\right)^{\alpha},\qquad \alpha>0.$$

Here $\tau$ is the time at which a cell holds one defect on average. If $\rho(t)$ is the number of defects per volume, then $m=a^3\rho$. When I compare thicknesses I hold $\alpha$, $\tau$ and $a$ fixed, which requires the same stress conditions inside each oxide. At equal voltage the field would change with thickness, and there would be no reason for $\tau$ to stay the same. Equal field is no guarantee either: in real oxides only a few nanometres thick the rate of defect generation also depends on the voltage, which sets the energy of the electrons. A common $\tau$ is an assumption of the comparison.

Q: Then $m$ is the probability that a cell is defective?

A: It cannot be, since $m$ grows without limit. It is a mean number, and a cell may collect several defects. I take the total number $K$ of defects created by time $t$ to be Poisson distributed. With $M=Nn$ cells its mean is $Mm$, so

$$P(K)=e^{-Mm}\frac{(Mm)^K}{K!}.$$

Each defect falls into any of the $M$ cells with probability $1/M$. Given $K$, the probability of finding $k_1$ defects in the first cell, $k_2$ in the second, and so on is

$$P(k_1,\dots,k_M\,|\,K)=\frac{K!}{k_1!\cdots k_M!}\,\frac{1}{M^K},\qquad K=\sum_i k_i .$$

In the product of the two expressions $K!$ cancels, and $M^K$ cancels against the same factor in $(Mm)^K$. What remains is

$$P(k_1,\dots,k_M)=\frac{e^{-Mm}m^K}{k_1!\cdots k_M!}=\prod_{i=1}^{M}e^{-m}\frac{m^{k_i}}{k_i!}.$$

The last step distributes $e^{-Mm}$ and $m^K$ over the cells.

Q: So the product form shows that the cells are independent, although all defects come from one common supply.

A: Yes, and the Poisson distribution of the total is what makes it so. If the total were fixed, a defect in one cell would be missing from the others. Each cell is empty with probability $e^{-m}$ and occupied with probability

$$q(t)=1-e^{-m(t)}.$$

For $m\ll1$ this is close to $m$, because two defects in one cell are then rare.

Q: You have counted defects at one instant. Breakdown is an event in time. Where does the history enter?

A: Through permanence. A cell that has been occupied stays occupied, so the question whether a column has been completed by time $t$ depends only on the counts at time $t$. The time $T$ of the first defect in a cell satisfies

$$P(T>t)=e^{-m(t)}=e^{-(t/\tau)^\alpha}.$$

This is already a Weibull distribution, with slope $\alpha$. A column is completed at the latest of its $n$ cell times, and the device fails at the earliest of its $N$ column times. If defects could heal, a column might be complete at one moment and incomplete later, and the counts at time $t$ would no longer suffice.

Q: Give me the failure probability, then.

A: All $n$ cells of a column must be occupied. Their occupations are independent, so a column is complete with probability

$$x=q^n .$$

The device survives if all $N$ columns are incomplete. The columns share no cells and are independent, hence

$$1-F=(1-q^n)^N,\qquad H=-N\ln(1-q^n).$$

Nothing has been approximated in this step.

Q: I see no power of time in $H$. It contains a logarithm of one minus a power of one minus an exponential.

A: The power appears while cells are sparsely occupied. For $m\ll1$ we have $q\simeq m(1-m/2)$. If $nm\ll1$ as well, then $q^n\simeq m^n$, which is small too, so $-\ln(1-q^n)\simeq q^n\simeq m^n$. Inserting $m$ gives

$$H\simeq N\left(\frac{t}{\tau}\right)^{\alpha n},\qquad W\simeq\ln N+\alpha n\ln\frac{t}{\tau}.$$

The coefficient of $\ln t$ is the slope:

$$\beta\simeq\alpha n=\frac{\alpha d}{a}.$$

Setting $H=1$ gives the scale time in the same limit, $t_{63}\simeq\tau N^{-1/(\alpha n)}$.

Q: Why should a thicker oxide have a narrower distribution? I would have expected more cells to mean more randomness.

A: Consider what happens when the time doubles. In the dilute limit the chance that a given cell is occupied rises by $2^\alpha$. A column needs $n$ such events together, so its chance of being complete rises by $2^{\alpha n}$. For large $n$, the passage from very few failures to nearly complete failure takes a small factor in time. For small $n$ it takes a large one. Requiring several events together makes the failure probability a steeper function of time, and steepness on the logarithmic time axis is what $\beta$ measures.

Q: You approximated $H$ and then differentiated. A small error in a function can have a large derivative.

A: That is a fair objection, so let us differentiate the full expression. Put

$$u=-\ln(1-q^n)=\frac{H}{N},\qquad W=\ln N+\ln u .$$

The chain from $\ln t$ to $u$ has four links:

$$\frac{dm}{d\ln t}=\alpha m,\qquad \frac{dq}{dm}=e^{-m},\qquad \frac{dx}{dq}=nq^{n-1},\qquad \frac{du}{dx}=\frac{1}{1-x}.$$

Since $\ln N$ is constant, $\beta=u^{-1}\,du/d\ln t$. Writing $q^{n-1}=x/q$ we obtain

$$\beta=\alpha n\;\frac{x}{u(1-x)}\;\frac{m e^{-m}}{q}.$$

The definition of $u$ gives $1-x=e^{-u}$, so $x/(1-x)=e^u-1$. In the other factor, $e^{-m}/q=e^{-m}/(1-e^{-m})=1/(e^m-1)$. With

$$\phi(y)=\frac{e^y-1}{y}$$

the local slope becomes

$$\beta=\alpha n\,\frac{\phi(u)}{\phi(m)} .$$

Q: Two corrections, one in the numerator and one in the denominator. Which one wins?

A: The denominator, or they tie. The series

$$\phi(y)=1+\frac{y}{2}+\frac{y^2}{6}+\cdots$$

has positive coefficients, so $\phi$ increases for $y\ge0$ and is at least 1. Because $0\le q\le1$, we have $q^n\le q$. The function $-\ln(1-z)$ increases with $z$, therefore

$$u=-\ln(1-q^n)\le-\ln(1-q)=m .$$

It follows that $\phi(u)\le\phi(m)$ and $\beta\le\alpha n$. The correction in $\phi(m)$ comes from multiple defects in a cell: once a cell is occupied, further defects there do not help. The correction in $\phi(u)$ comes from the logarithm that connects the survival of one column with $H$.

Q: An upper bound does not tell me how far below it the slope may fall.

A: For a lower bound I use $\phi(u)\ge1$, which gives $\beta\ge\alpha n/\phi(m)$. Next I show that $1/\phi(m)\ge1-m/2$. This is equivalent to $g(m)\ge0$, where

$$g(m)=m-\left(1-\frac m2\right)(e^m-1).$$

We have $g(0)=0$, and the product rule gives

$$g'(m)=1+\frac{e^m-1}{2}-\left(1-\frac m2\right)e^m=\frac12\left[1-(1-m)e^m\right].$$

The inequality $e^{-m}\ge1-m$, multiplied by $e^m$, says that $(1-m)e^m\le1$. Hence $g'\ge0$, and $g$ cannot become negative. Together,

$$\alpha n\left(1-\frac m2\right)\le\beta\le\alpha n .$$

The shortfall of the slope, relative to $\alpha n$, is at most $m/2$.

Q: Is the distribution a Weibull distribution or not?

A: For $n=1$ it is, because then $u=m$ and $\beta=\alpha$ at all times. For $n>1$ it is not. At any finite time after the start $0<q<1$, so $q^n<q$, $u<m$ and $\beta<\alpha n$; yet $\beta$ tends to $\alpha n$ as $t\to0$. The slope is therefore not constant, and the plot of $W$ bends below its early straight line. Where $m$ is small the bend is slight.

Q: The algebra rests on your splitting of the defects among cells. Has anyone dropped defects one at a time and waited?

A: That was done for $N=1000$ columns and $\alpha=0.4$, with 4000 simulated devices for each thickness. In each device defects fell one at a time into random cells, and the time at which the first column became full was recorded. The simulated fraction failed was compared with $F(t)$ at all times. The largest gap for any thickness was 0.019, below the limit $1.95/\sqrt{4000}=0.031$ set for the test. A single Weibull slope was also fitted to each set by maximum likelihood:

| $n$ | fitted slope | local slope at 63.2 % | $\alpha n$ |
|---|---|---|---|
| 2 | 0.78 | 0.79 | 0.8 |
| 3 | 1.14 | 1.14 | 1.2 |
| 4 | 1.43 | 1.45 | 1.6 |

Q: The last row is not impressive. The fitted slope is 11 % below $\alpha n$.

A: It is, and the local slope at 63.2 % is 9 % below. With 1000 columns, four cells per column and $F=63.2$ %, the occupation is about $1000^{-1/4}=0.18$, which is not very small. That 9 % belongs to the model. The rest is scatter: a fit to 4000 devices has a standard deviation of about 0.017 here, while a fit to an unlimited number of devices would give 1.45, almost the same as the local slope. The test required agreement within 5 % between those two slopes, and it was met for all three thicknesses.

## Where proportionality holds, and what follows

Q: Before we go on, remind me what the symbols mean and what has been established.

A: The oxide has $N=A/a^2$ columns of $n=d/a$ cells, where $A$ is the area, $d$ the thickness and $a$ the cell edge. Each cell holds $m=(t/\tau)^\alpha$ defects on average and is occupied with probability $q=1-e^{-m}$. The failed fraction $F$ obeys

$$H=-\ln(1-F)=-N\ln(1-q^n).$$

With $u=H/N$ and $\phi(y)=(e^y-1)/y$, the local Weibull slope $\beta=d\ln H/d\ln t$ satisfies

$$\beta=\alpha n\frac{\phi(u)}{\phi(m)},\qquad \alpha n\left(1-\frac m2\right)\le\beta\le\alpha n .$$

Proportionality to thickness thus holds where $m\ll1$. The time $t_{63}$ is the one at which $H=1$.

Q: But I do not choose $m$. I choose a thickness and an area, and the device fails when it fails. How do I know that $m$ is small then?

A: Solve for it. From $1-F=(1-q^n)^N$, taking the $N$th root and then the $n$th root gives

$$q=\left[1-(1-F)^{1/N}\right]^{1/n}.$$

Then $m=-\ln(1-q)$ and $t=\tau m^{1/\alpha}$, so the time at which a fraction $F$ has failed is

$$t_F=\tau\left\{-\ln\left(1-\left[1-(1-F)^{1/N}\right]^{1/n}\right)\right\}^{1/\alpha}.$$

At 63.2 % we have $(1-F)^{1/N}=e^{-1/N}$. Since $1-e^{-1/N}\simeq1/N$ for large $N$,

$$q_{63}\simeq N^{-1/n}=e^{-(\ln N)/n}.$$

This is small when $n$ is well below $\ln N$. That is the condition under which the slope at 63.2 % is proportional to thickness.

Q: "Well below" is vague. Suppose I accept a shortfall of 5 % relative to $\alpha n$.

A: The bound guarantees it if $m\le0.1$, which means $q\le1-e^{-0.1}=0.095$. Because $1-e^{-1/N}\le1/N$, the occupation at 63.2 % is at most $N^{-1/n}$. It is therefore enough that $N^{-1/n}\le0.095$, or

$$n\le\frac{\ln N}{\ln(1/0.095)}\simeq\frac{\ln N}{2.35}.$$

For $N=10^8$, where $\ln N=18.42$, the right-hand side is 7.8, so up to seven cells are safe. The condition is sufficient, and in this example it is nearly necessary too: with eight cells $q_{63}=0.1$ and $m_{63}=0.105$, and the slope is 5.2 % below $\alpha n$.

In this model the Weibull slope is close to $\alpha n$, and so proportional to thickness, as long as few cells are occupied at failure; at 63.2 % failure this requires $n$ well below $\ln N$. What remains is to put in actual times, to see what happens in thicker oxides, and to follow the consequences for measurements, early failures, larger areas and two-layer gate stacks.
